# The Conjugate-Gradient Error Bound and the Projected Sternheimer Equation: a program that tests the result

```python
"""Conjugate-gradient (CG) error bound and the projected Sternheimer equation.

Result under test, for a positive definite A with condition number kappa:
  |e_k|_A / |e_0|_A <= 1/T_k((kappa+1)/(kappa-1)) = 2 rho^k/(1+rho^(2k)),
  rho = (sqrt(kappa)-1)/(sqrt(kappa)+1),
where e_k is the error of CG iterate k, |v|_A^2 = <v|A|v>, T_k = Chebyshev.
Application: A = Pc (H - eps_n) Pc, with Pc the projector on empty states,
  kappa_n = (E_max - eps_n)/(E_lowest_empty - eps_n).
Model: electrons in a finite chain of cosine wells on a grid, atomic units.
"""
import numpy as np
from numpy.polynomial.chebyshev import chebval
from scipy.constants import physical_constants

PERIOD = 4.0       # bohr
AMPLITUDE = 0.5    # hartree
ETA = 1e-6         # target relative error in the A-norm


def rate(kappa):
    return (np.sqrt(kappa) - 1) / (np.sqrt(kappa) + 1)


def sharp_bound(kappa, k):
    rho = rate(kappa)
    return 2 * rho**k / (1 + rho**(2 * k))


def conjugate_gradient(apply_A, rhs, steps):
    """Start from zero; return iterates, residual norms and curvatures."""
    x = np.zeros_like(rhs)
    r = rhs.copy()
    p = r.copy()
    rr = r @ r
    iterates, residuals, curvatures = [x], [np.sqrt(rr)], []
    for _ in range(steps):
        Ap = apply_A(p)
        curvature = p @ Ap
        step = rr / curvature
        x = x + step * p
        r = r - step * Ap
        rr_new = r @ r
        p = r + (rr_new / rr) * p
        rr = rr_new
        iterates.append(x)
        residuals.append(np.sqrt(rr))
        curvatures.append(curvature / (p @ p + 1e-300))
    return iterates, np.array(residuals), np.array(curvatures)


class Chain:
    """Finite-difference Hamiltonian; one doubly filled orbital per well."""

    def __init__(self, wells, h):
        self.nocc = wells
        length = wells * PERIOD
        npts = int(round(length / h)) - 1
        grid = h * np.arange(1, npts + 1)
        potential = AMPLITUDE * np.cos(2 * np.pi * grid / PERIOD)
        off = np.full(npts - 1, -0.5 / h**2)
        self.H = np.diag(1 / h**2 + potential) + np.diag(off, 1) + np.diag(off, -1)
        self.field = grid - length / 2
        self.E, self.C = np.linalg.eigh(self.H)

    def kappa(self, n):
        return (self.E[-1] - self.E[n]) / (self.E[self.nocc] - self.E[n])

    def solve(self, n, steps):
        """CG for orbital n, with errors measured against diagonalization."""
        occ, empty = self.C[:, :self.nocc], self.C[:, self.nocc:]

        def project(v):
            return v - occ @ (occ.T @ v)

        def apply_A(v):
            return project(self.H @ v - self.E[n] * v)

        rhs = -project(self.field * occ[:, n])
        gaps = self.E[self.nocc:] - self.E[n]
        weights = empty.T @ rhs
        exact = weights / gaps
        S = np.sum(weights**2 / gaps)
        xs, residuals, _ = conjugate_gradient(apply_A, rhs, steps)
        errors = np.array([np.sqrt(np.sum(gaps * (empty.T @ x - exact)**2) / S)
                           for x in xs])
        partial = np.array([rhs @ x for x in xs])
        return dict(S=S, errors=errors, partial=partial, residuals=residuals,
                    rhs=rhs, apply_A=apply_A, gaps=gaps, exact=exact, empty=empty)


def first_below(errors):
    hits = np.flatnonzero(errors <= ETA)
    assert hits.size > 0
    return int(hits[0])


def bound_count(kappa):
    return int(np.ceil(np.arccosh(1 / ETA) / -np.log(rate(kappa))))


def simple_count(kappa):
    return int(np.ceil(0.5 * np.sqrt(kappa) * np.log(2 / ETA)))


# Closed form against the Chebyshev recurrence, and the logarithm inequality
for kap in (1.5, 4.0, 25.0, 400.0):
    for k in range(0, 13):
        T = chebval((kap + 1) / (kap - 1), [0] * k + [1])
        assert abs(T * sharp_bound(kap, k) - 1) < 1e-10
    assert -np.log(rate(kap)) >= 2 / np.sqrt(kap)

# A spectrum and a right-hand side for which CG attains the bound at step k
k_att, kap_att = 6, 25.0
nodes = (kap_att + 1) / 2 + (kap_att - 1) / 2 * np.cos(np.pi * np.arange(k_att + 1) / k_att)
products = np.array([np.prod(np.abs(lam - np.delete(nodes, j)))
                     for j, lam in enumerate(nodes)])
solution = 1 / (nodes * np.sqrt(products))
xs_att, _, _ = conjugate_gradient(lambda v: nodes * v, nodes * solution, k_att)
attained = np.sqrt(np.sum(nodes * (xs_att[-1] - solution)**2)
                   / np.sum(nodes * solution**2))
T_att = chebval((kap_att + 1) / (kap_att - 1), [0] * k_att + [1])
assert abs(attained * T_att - 1) < 1e-8

# Main chain: every occupied orbital obeys the bound
chain = Chain(20, 0.25)
homo = chain.nocc - 1
gap = chain.E[chain.nocc] - chain.E[homo]
assert gap > 0.1
kappas = np.array([chain.kappa(n) for n in range(chain.nocc)])
assert np.argmax(kappas) == homo
steps = simple_count(kappas[homo])
runs = [chain.solve(n, steps) for n in range(chain.nocc)]
ks = np.arange(steps + 1)
for n, run in enumerate(runs):
    # small additions allow for rounding once CG has converged
    assert np.all(run["errors"] <= sharp_bound(kappas[n], ks) + 1e-10)
    energy_error = run["S"] - run["partial"]
    assert np.max(np.abs(energy_error / run["S"] - run["errors"]**2)) < 1e-8
    estimate = run["residuals"]**2 / run["gaps"][0]
    assert np.all(energy_error <= estimate * (1 + 1e-8) + 1e-11 * run["S"])

# CG iterate against direct least-squares minimization over the Krylov space
top = runs[homo]
k_dir = 8
basis = []
vector = top["rhs"]
for _ in range(k_dir):
    for _ in range(2):
        for q in basis:
            vector = vector - q * (q @ vector)
    vector = vector / np.linalg.norm(vector)
    basis.append(vector)
    vector = top["apply_A"](vector)
root = np.sqrt(top["gaps"])
matrix = root[:, None] * (top["empty"].T @ np.array(basis).T)
target = root * top["exact"]
best = np.linalg.lstsq(matrix, target, rcond=None)[0]
direct = np.linalg.norm(matrix @ best - target) / np.sqrt(top["S"])
assert abs(direct / top["errors"][k_dir] - 1) < 1e-7

# Removing only the orbital itself leaves an indefinite operator
psi = chain.C[:, homo]


def remove_self(v):
    return v - psi * (psi @ v)


_, _, curv = conjugate_gradient(
    lambda v: remove_self(chain.H @ v - chain.E[homo] * v),
    remove_self(-chain.field * psi), steps)
negative = np.flatnonzero(curv < 0)
assert negative.size > 0

# Polarizability: CG response against finite-field total energies
alpha = 4 * sum(run["partial"][-1] for run in runs)
F = 5e-5


def total_energy(strength):
    levels = np.linalg.eigvalsh(chain.H + np.diag(strength * chain.field))
    return 2 * np.sum(levels[:chain.nocc])


alpha_field = -(total_energy(F) - 2 * total_energy(0.0) + total_energy(-F)) / F**2
assert abs(alpha / alpha_field - 1) < 1e-4

# Dependence on chain length and grid spacing
table = []
for wells, h in ((10, 0.25), (20, 0.25), (40, 0.25), (20, 0.5), (20, 0.125)):
    system = chain if (wells, h) == (20, 0.25) else Chain(wells, h)
    kap = system.kappa(wells - 1)
    run = system.solve(wells - 1, simple_count(kap))
    used = first_below(run["errors"])
    assert used <= bound_count(kap) <= simple_count(kap)
    table.append((wells, h, kap, rate(kap), used, bound_count(kap), simple_count(kap)))
assert abs(table[2][2] / table[0][2] - 1) < 0.1
assert abs(table[1][2] / table[3][2] / 4 - 1) < 0.1
assert abs(table[4][2] / table[1][2] / 4 - 1) < 0.1

hartree_ev = physical_constants["Hartree energy in eV"][0]
alpha_si = physical_constants["atomic unit of electric polarizability"][0]
print(f"Attainment test: kappa = {kap_att:.0f}, step k = {k_att}")
print(f"  CG error ratio = {attained:.8f}, 1/T_k = {1 / T_att:.8f}")
print(f"Chain: {chain.nocc} wells, period {PERIOD} bohr, amplitude {AMPLITUDE} hartree")
print(f"Grid: spacing 0.25 bohr, {len(chain.E)} points, "
      f"{len(chain.E) - chain.nocc} empty states")
print(f"Lowest occupied level  = {chain.E[0]:.6f} hartree")
print(f"Highest occupied level = {chain.E[homo]:.6f} hartree")
print(f"Lowest empty level     = {chain.E[chain.nocc]:.6f} hartree")
print(f"Highest grid level     = {chain.E[-1]:.6f} hartree")
print(f"Gap = {gap:.6f} hartree = {gap * hartree_ev:.4f} eV")
print(f"kappa, lowest occupied orbital  = {kappas[0]:.4f}")
print(f"kappa, highest occupied orbital = {kappas[homo]:.4f}")
print(f"rho, highest occupied orbital   = {rate(kappas[homo]):.6f}")
print("Highest occupied orbital, relative errors (dimensionless):")
print("  k   CG A-norm    sharp bound  2 rho^k      energy error")
for k in (1, 5, 10, 20, 30, 40, 50):
    rel = (top["S"] - top["partial"][k]) / top["S"]
    shown = f"{rel:.3e}" if rel > 1e-12 else "below 1e-12"
    print(f"  {k:2d}  {top['errors'][k]:.3e}    {sharp_bound(kappas[homo], k):.3e}"
          f"    {2 * rate(kappas[homo])**k:.3e}    {shown}")
print(f"Krylov least squares, k = {k_dir}: {direct:.8f}; CG: {top['errors'][k_dir]:.8f}")
k_res = 20
print(f"Energy error at k = {k_res}: {top['S'] - top['partial'][k_res]:.4e} a.u.")
print(f"  residual estimate:    {top['residuals'][k_res]**2 / gap:.4e} a.u.")
print("Only the orbital itself removed (highest occupied):")
print(f"  lowest eigenvalue of H - eps = {chain.E[0] - chain.E[homo]:.6f} hartree")
print(f"  first negative curvature at CG step {negative[0] + 1}")
print(f"Polarizability from CG           = {alpha:.5f} a.u. = {alpha * alpha_si:.5e} C^2 m^2/J")
print(f"Polarizability from finite field = {alpha_field:.5f} a.u. (field {F:.0e} a.u.)")
print(f"Steps to relative A-norm error {ETA:.0e}, highest occupied orbital:")
print("  wells  h/bohr  kappa     rho       CG   sharp  simple")
for wells, h, kap, rho, used, sharp, simple in table:
    print(f"  {wells:3d}    {h:5.3f}  {kap:8.3f}  {rho:.5f}  {used:4d}  {sharp:4d}  {simple:4d}")
print("checks complete")
```

Printed output:

```
Attainment test: kappa = 25, step k = 6
  CG error ratio = 0.17424006, 1/T_k = 0.17424006
Chain: 20 wells, period 4.0 bohr, amplitude 0.5 hartree
Grid: spacing 0.25 bohr, 319 points, 299 empty states
Lowest occupied level  = -0.095512 hartree
Highest occupied level = 0.033884 hartree
Lowest empty level     = 0.531178 hartree
Highest grid level     = 32.095512 hartree
Gap = 0.497294 hartree = 13.5321 eV
kappa, lowest occupied orbital  = 51.3667
kappa, highest occupied orbital = 64.4722
rho, highest occupied orbital   = 0.778503
Highest occupied orbital, relative errors (dimensionless):
  k   CG A-norm    sharp bound  2 rho^k      energy error
   1  9.143e-02    9.695e-01    1.557e+00    8.360e-03
   5  3.055e-02    5.287e-01    5.719e-01    9.334e-04
  10  7.767e-03    1.625e-01    1.635e-01    6.033e-05
  20  6.003e-04    1.337e-02    1.337e-02    3.604e-07
  30  4.729e-05    1.094e-03    1.094e-03    2.237e-09
  40  3.743e-06    8.942e-05    8.942e-05    1.401e-11
  50  2.928e-07    7.312e-06    7.312e-06    below 1e-12
Krylov least squares, k = 8: 0.01175614; CG: 0.01175614
Energy error at k = 20: 1.7213e-06 a.u.
  residual estimate:    1.2165e-05 a.u.
Only the orbital itself removed (highest occupied):
  lowest eigenvalue of H - eps = -0.129396 hartree
  first negative curvature at CG step 2
Polarizability from CG           = 105.89879 a.u. = 1.74604e-39 C^2 m^2/J
Polarizability from finite field = 105.89861 a.u. (field 5e-05 a.u.)
Steps to relative A-norm error 1e-06, highest occupied orbital:
  wells  h/bohr  kappa     rho       CG   sharp  simple
   10    0.250    63.448  0.77692    42    58    58
   20    0.250    64.472  0.77850    46    58    59
   40    0.250    64.736  0.77890    45    59    59
   20    0.500    16.271  0.60268    23    29    30
   20    0.125   257.365  0.88265    91   117   117
checks complete
```
